# Antisymmetric exchange and weak ferromagnetism in centrosymmetric hematite

**Q:** Hematite has inversion symmetry, so I say it cannot have antisymmetric exchange. The interaction has the form $\mathbf D_{ij}\cdot(\mathbf S_i\times\mathbf S_j)$, it prefers one sense of rotation from spin $i$ to spin $j$, and inversion exchanges the two senses. A weak moment in hematite must then come from something else, such as impurities.

**A:** Your argument is right for one kind of bond. Which point are you inverting about?

**Q:** The inversion centre of the crystal. Does it matter which one?

**A:** It decides the matter. We need two facts. First, exchanging the labels reverses the cross product, so the same energy is described with

$$\mathbf D_{ji}=-\mathbf D_{ij}.$$

Second, spin is an axial vector: inversion moves it to another site but does not turn it.

Suppose the centre is the midpoint of the bond. Inversion carries the spin on $i$ to $j$ and the spin on $j$ to $i$. The bond energy becomes

$$\mathbf D_{ij}\cdot(\mathbf S_j\times\mathbf S_i)=-\mathbf D_{ij}\cdot(\mathbf S_i\times\mathbf S_j).$$

Symmetry requires the energy to be unchanged for every choice of spins, so $\mathbf D_{ij}=0$. That is your argument.

Now suppose the centre is elsewhere. Inversion carries the bond $ij$ to a different bond $i'j'$, and equal energies require

$$\mathbf D_{i'j'}=\mathbf D_{ij}.$$

This relates two bonds. It does not set either vector to zero.

**Q:** A crystal with inversion symmetry has many centres. Are there bonds in hematite that avoid them all?

**A:** Yes. Take the iron ions on one threefold axis, parallel to $c$. With rough structural values their heights, in units of $c$, are

$$u_1=0.145,\quad u_2=0.355,\quad u_3=0.645,\quad u_4=0.855 .$$

There are inversion centres on this axis at heights $0$ and $1/2$. The bond 2–3 has its midpoint at $(0.355+0.645)/2=0.5$, which is a centre, so its $\mathbf D$ vanishes. The bond 1–2 has its midpoint at $(0.145+0.355)/2=0.25$, which is not.

**Q:** But the four heights look symmetric about $0.25$ as well. Reflecting $u\to 0.5-u$ exchanges 1 with 2, and 3 with 4 up to a lattice period.

**A:** For the iron ions alone that point is indeed an inversion centre. The oxygens remove it. Three of them surround the axis at height $0.25$, at in-plane coordinates $(x,0)$, $(0,x)$ and $(-x,-x)$ with $x\approx0.31$. Inversion through the centre of this triangle would need an oxygen at $(-x,0)$, and there is none.

A symmetry analysis of the atomic positions confirms this: the shortest iron–iron bond is allowed one component of $\mathbf D$ in the full structure and none when the oxygens are deleted. For the five nearest shells, with $a=0.50$ nm and $c=1.37$ nm, it gives:

| Fe–Fe length (nm) | neighbours | centre at midpoint | free components of $\mathbf D$ |
|---|---:|---|---:|
| 0.288 | 1 | yes, without O; no, with O | 1 |
| 0.295 | 3 | yes | 0 |
| 0.335 | 3 | no | 2 |
| 0.368 | 6 | no | 3 |
| 0.397 | 1 | yes | 0 |

The last column refers to the full structure. The free component of the shortest bond lies along $c$, because a threefold rotation about the bond leaves both ends in place and must leave $\mathbf D$ unchanged.

Symmetry gives permission here, not size. The magnitude depends on spin–orbit coupling and the electronic structure, and I shall take it as an input.

**Q:** I accept that single bonds can have a $\mathbf D$. Surely the global inversion still makes them cancel in the sum over the crystal?

**A:** That depends on which sites carry which spin. Inversion about height $1/2$ exchanges 1 with 4 and 2 with 3. In hematite the spins in the order 1, 2, 3, 4 are $+\,-\,-\,+$. Sublattice $A$ therefore contains 1 and 4, sublattice $B$ contains 2 and 3, and inversion maps each sublattice onto itself.

For a site $i$ in $A$, define the sum over its neighbours in the other sublattice,

$$\mathbf d_i=\sum_{j\in B}\mathbf D_{ij}.$$

Inversion maps site 1 to site 4 and $B$ to $B$, and it preserves $\mathbf D$, so $\mathbf d_1=\mathbf d_4$. The contributions add. Each site also lies on a threefold axis, so the sum points along $c$, even though some individual bond vectors do not.

**Q:** And another order would change that?

**A:** Take $+\,-\,+\,-$ on the same ions. Now $A$ contains 1 and 3, $B$ contains 2 and 4, and inversion exchanges the sublattices. Let $\mathbf T=\sum_{i\in A,\,j\in B}\mathbf D_{ij}$. Inversion gives

$$\mathbf T=\sum_{i\in B,\,j\in A}\mathbf D_{ij},$$

while $\mathbf D_{ji}=-\mathbf D_{ij}$ says that the right-hand side is $-\mathbf T$. Hence $\mathbf T=0$.

I tested both cases with arbitrary bond vectors made to obey the crystal symmetry. The length of the total, divided by the sum of the lengths of the site sums, was 1.000 for $+\,-\,-\,+$ and 0.000 for $+\,-\,+\,-$. In the second case the site sums were not zero; they cancelled between sites. So a bond without a centre at its midpoint is necessary for this mechanism, but not sufficient.

**Q:** If the interaction survives, why does hematite not form spirals or skyrmions, as chiral magnets do?

**A:** Because that mechanism uses a different sum. Let the spin direction vary slowly in space. Across a bond of length vector $\mathbf r_{ij}$, with $\mathbf m_1$ and $\mathbf m_2$ the direction fields of the sublattices at its ends,

$$\mathbf m_2(\mathbf r_j)\approx\mathbf m_2(\mathbf r_i)+(\mathbf r_{ij}\cdot\nabla)\mathbf m_2 .$$

The first term gives $\mathbf D_{ij}\cdot(\mathbf m_1\times\mathbf m_2)$, whose coefficient is the sum of $\mathbf D_{ij}$ we have just found. The second is linear in the gradient, and its coefficients are the components of

$$\sum_{ij}\mathbf D_{ij}\otimes\mathbf r_{ij}.$$

In the hematite order inversion keeps the sublattices and $\mathbf D_{ij}$, but reverses $\mathbf r_{ij}$. The sum equals minus itself and vanishes. The same holds for bonds within one sublattice.

This is the sound part of your belief: bulk inversion symmetry, with this order, removes the gradient-linear term that favours spirals and skyrmions of one handedness. It does not remove the uniform term. At a surface or an interface there is no inversion symmetry, and the argument does not apply.

**Q:** Then show me that the uniform term produces a moment.

**A:** I treat the spins as classical and assume one uniform domain. Let $\mathbf m_1,\mathbf m_2$ be unit vectors along the moments of $A$ and $B$, $\mu$ the moment per iron ion, and $\hat{\mathbf z}$ the $c$ direction. Per iron pair, in zero applied field,

$$\frac{E}{\mu}=B_E\,\mathbf m_1\cdot\mathbf m_2+B_D\,\hat{\mathbf z}\cdot(\mathbf m_1\times\mathbf m_2)-\frac{B_K}{2}\left(m_{1z}^2+m_{2z}^2\right).$$

Here $B_E>0$ favours antiparallel spins, and $B_D$ is the summed antisymmetric exchange, made positive by the choice of which sublattice is called 1. Positive $B_K$ favours the $c$ axis, negative $B_K$ the basal plane. Anisotropy within the basal plane is omitted.

Define

$$\mathbf M=\frac{\mathbf m_1+\mathbf m_2}{2},\qquad \mathbf L=\frac{\mathbf m_1-\mathbf m_2}{2},$$

so that $\mathbf m_1=\mathbf M+\mathbf L$ and $\mathbf m_2=\mathbf M-\mathbf L$. The unit lengths imply $\mathbf M\cdot\mathbf L=0$ and $M^2+L^2=1$. Therefore

$$\mathbf m_1\cdot\mathbf m_2=M^2-L^2=2M^2-1,$$

$$\mathbf m_1\times\mathbf m_2=-\mathbf M\times\mathbf L+\mathbf L\times\mathbf M=2\,\mathbf L\times\mathbf M.$$

A cyclic exchange in the triple product gives $\hat{\mathbf z}\cdot(\mathbf L\times\mathbf M)=\mathbf M\cdot(\hat{\mathbf z}\times\mathbf L)$. The two exchange terms become

$$B_E(2M^2-1)+2B_D\,\mathbf M\cdot(\hat{\mathbf z}\times\mathbf L).$$

For $B_D\ll B_E$ the canting is small, and $|\mathbf L|=1$ up to terms of order $M^2$. The anisotropy acts on $\mathbf M$ through a term $-B_KM_z^2$, negligible beside $2B_EM^2$ when $|B_K|\ll B_E$. Setting the derivative with respect to $\mathbf M$ to zero at fixed $\mathbf L$,

$$4B_E\mathbf M+2B_D\,\hat{\mathbf z}\times\mathbf L=0,$$

$$\mathbf M=\frac{B_D}{2B_E}\,\mathbf L\times\hat{\mathbf z}.$$

The result is perpendicular to $\mathbf L$, as the constraint demands.

**Q:** So the moment depends on where the spins point, even though $B_D$ is fixed?

**A:** Yes. If $\mathbf L$ makes an angle $\theta$ with $c$, then $|\mathbf M|=(B_D/2B_E)\sin\theta$. It is largest in the basal plane and zero along $c$. That is the difference between the two phases. Above the Morin transition, at roughly 260 K, and below the Néel temperature, at roughly 950 K, the spins lie in the basal plane and cant. Below the Morin transition they lie along $c$: the antisymmetric exchange is still present, but it produces no moment in zero field.

The formula also shows that reversing $\mathbf L$ reverses $\mathbf M$. In the planar phase, a reversal of the weak moment within a domain therefore reveals a reversal of the antiferromagnetic order; if $\mathbf L$ is tilted out of the plane, the moment reveals only its in-plane part. To tell from the moment which sublattice points which way, one must also know the sign of the antisymmetric exchange.

**Q:** How large is the canting in the plane?

**A:** Here we need not assume that it is small. Let each sublattice turn by $\varphi$ towards $\hat{\mathbf p}=\hat{\mathbf L}\times\hat{\mathbf z}$:

$$\mathbf m_1=\cos\varphi\,\hat{\mathbf L}+\sin\varphi\,\hat{\mathbf p},\qquad
\mathbf m_2=-\cos\varphi\,\hat{\mathbf L}+\sin\varphi\,\hat{\mathbf p}.$$

Then $\mathbf m_1\cdot\mathbf m_2=\sin^2\varphi-\cos^2\varphi=-\cos2\varphi$. The cross product is $2\sin\varphi\cos\varphi\,\hat{\mathbf L}\times\hat{\mathbf p}$, and $\hat{\mathbf L}\times(\hat{\mathbf L}\times\hat{\mathbf z})=-\hat{\mathbf z}$ because $\hat{\mathbf L}\perp\hat{\mathbf z}$. Thus

$$\frac{E}{\mu}=-B_E\cos2\varphi-B_D\sin2\varphi .$$

The derivative vanishes when $2B_E\sin2\varphi=2B_D\cos2\varphi$, that is

$$\tan2\varphi=\frac{B_D}{B_E},\qquad \frac{E_{\rm plane}}{\mu}=-\sqrt{B_E^2+B_D^2}.$$

With rough hematite-like fields, $B_E=900$ T and $B_D=2.0$ T,

$$\varphi\approx\frac{2.0}{2\times900}=1.11\ \text{mrad}=0.064^\circ .$$

The net fraction of the moment is $\sin\varphi=1.11\times10^{-3}$. Numerical minimization over both spin directions, with $B_K=-0.02$ T, gave the same fraction. With $B_K=+0.02$ T the spins turned to the $c$ axis and the fraction was zero.

**Q:** One part in a thousand sounds unmeasurable.

**A:** Convert it to magnetization. The hexagonal cell has 12 iron ions in $0.2966\ \text{nm}^3$. With a rough moment of 4.6 Bohr magnetons each, full alignment would give 1726 kA/m. (The cell is rounded: with $a=0.5035$ nm and $c=1.3747$ nm this becomes 1696 kA/m, and the magnetizations below fall by the same 2 percent.) The canted state has

$$1726\times1.111\times10^{-3}\approx1.9\ \text{kA/m},$$

or about 2.4 mT when multiplied by $\mu_0$. Per ion this is $4.6\times1.111\times10^{-3}\approx5.1\times10^{-3}$ Bohr magnetons. Your rule, with no antisymmetric exchange, predicts zero from this model in both phases.

**Q:** Does the canting itself help to hold the spins in the plane?

**A:** Yes. Insert the small-canting $\mathbf M$ into the energy. The exchange cost is $2B_EM^2=B_D^2\sin^2\theta/(2B_E)$, and the antisymmetric gain is $-B_D^2\sin^2\theta/B_E$. Together with the anisotropy,

$$\frac{E(\theta)}{\mu}\approx-B_E-\frac{B_D^2}{2B_E}\sin^2\theta-B_K\cos^2\theta .$$

This is linear in $\sin^2\theta$, so the minimum lies at one end of the range: the plane or the axis. The axial state has $E/\mu=-B_E-B_K$. Comparing it with the planar energy above gives the switching value

$$B_K^*=\sqrt{B_E^2+B_D^2}-B_E\approx\frac{B_D^2}{2B_E}=\frac{4.0}{1800}\ \text{T}=2.2\ \text{mT}.$$

An easy-axis anisotropy weaker than this leaves the spins in the plane. I also tested the unexpanded expression at strong canting, $B_D=0.3B_E$: the minimum was planar at $0.9B_K^*$ and axial at $1.1B_K^*$.

At $B_K^*$ the energy does not depend on $\theta$; this holds for the unexpanded model as well, not only for the small-canting form. Omitted terms, such as higher-order anisotropy, would then decide how the spins pass from one state to the other. The model also takes the change of $B_K$ with temperature as given; it does not predict the Morin temperature.

**Q:** Could a measured moment simply be the response to the measuring field?

**A:** Part of it can be. Let a field $B$ point along the weak moment in the planar phase. It adds $-B\,\hat{\mathbf p}\cdot(\mathbf m_1+\mathbf m_2)=-2B\sin\varphi$ to $E/\mu$. The minimum condition is

$$2B_E\sin2\varphi-2B_D\cos2\varphi-2B\cos\varphi=0.$$

For small $\varphi$ this becomes $4B_E\varphi=2B_D+2B$, so

$$\varphi\approx\frac{B_D+B}{2B_E}.$$

At $B=1.0$ T the fraction is $3.0/1800=1.67\times10^{-3}$, which is 50 percent above its zero-field value. In a single domain of the planar phase, the ordinary antiferromagnetic response is the part proportional to $B$, and the weak ferromagnetism is the part that remains when the line is extrapolated to $B=0$. Below the Morin transition this reading can mislead. A strong field in the basal plane can turn the spins into the plane (in this model the tilt grows as $\sin\theta=BB_D/(2B_EB_K-B_D^2)$ and is complete at 16 T for $B_K=+0.02$ T), and a line extrapolated from there has a nonzero intercept although the zero-field moment is zero.

**Q:** You have been using zero-temperature formulas for a phase that exists only when warm.

**A:** In mean-field theory, heating shortens both sublattice vectors to a common length $\sigma<1$. Both exchange terms contain one vector from each sublattice, so both acquire the factor $\sigma^2$. Their ratio, and hence $\varphi$, is unchanged if $B_E$ and $B_D$ are held fixed. The magnetization falls as $\sigma$.

The mean-field Néel temperature for these inputs is about 1300 K, well above the real value. I therefore evaluated $\sigma$ at the same fraction of the Néel temperature, $300/950$. With spin $5/2$ it is 0.97, which lowers the magnetization from 1.92 to 1.86 kA/m. This is an estimate of the thermal effect within mean-field theory, not a bound on it.

The demagnetizing field is smaller still in its effect. In zero applied field it is at most 2.4 mT in this example, or 0.12 percent of $B_D$, and it reduces the canting angle by at most that fraction. This says nothing about its influence on domains.

**Q:** How does this compare with a real crystal?

**A:** The weak magnetization of hematite at room temperature is roughly 2 kA/m, the same size as the model's result. Since $B_E$ and $B_D$ were chosen as rough values for hematite, this shows consistency and is no independent prediction. A real sample may also break the assumption of a single domain. Regions with opposite $\mathbf L$ have opposite $\mathbf M$, so the net zero-field value can lie anywhere from zero to the single-domain value, depending on the domain populations. A small reading on a multidomain sample therefore does not show that $B_D$ is small.

**Q:** Then my mistake was to apply the inversion test to the crystal when it belongs to the bond.

**A:** Yes, and after the bond test two questions remain: whether the bond vectors add between the sublattices, and whether the spins lie away from their sum. Hematite passes both between the Morin transition and the Néel temperature. Below the Morin transition, the second condition fails. The numerical output below gives the values behind these statements.

## Computed values

```
SYMMETRY (rough hematite-like structure)
a = 0.50 nm, c = 1.37 nm
Fe coordinate z = 0.355, O coordinate x = 0.31 (fractions)
symmetry operations per hexagonal cell: 36
Fe-Fe shells: length, neighbours, spins, centre at midpoint, free D comps
  0.2877 nm, 1, antiparallel, no, 1
  0.2947 nm, 3, parallel, yes, 0
  0.3345 nm, 3, antiparallel, no, 2
  0.3681 nm, 6, antiparallel, no, 3
  0.3973 nm, 1, parallel, yes, 0
free D components, shortest bond, oxygens removed: 0
|sum of site D| / sum of |site D| over one sublattice:
  order + - - + (hematite): 1.000
  order + - + -           : 0.000
gradient-linear term, relative to its parts: 0.000
CANTING (rough hematite-like fields)
exchange field B_E = 900 T
antisymmetric exchange field B_D = 2.0 T
anisotropy field size |B_K| = 0.020 T
moment per Fe = 4.6 Bohr magnetons
mu B_E = 239.6 meV
mu B_D = 0.533 meV
canting angle per sublattice = 1.111 mrad
canting angle per sublattice = 0.0637 degrees
net fraction of moment, planar spins (minimized) = 1.111e-03
net fraction of moment, axial spins (minimized) = 0.000000
net moment per Fe, planar = 5.111e-03 Bohr magnetons
switching anisotropy field B_K* = 2.222 mT
cell volume = 0.2966 nm^3, Fe atoms in cell = 12
magnetization if all moments were parallel = 1726 kA/m
weak magnetization, planar, T = 0 model = 1.918 kA/m
NEGLECTED EFFECTS
rough real Neel temperature used for scaling = 950 K
mean-field Neel temperature of the model = 1298 K
sublattice length at 300 K (scaled) = 0.9689
weak magnetization at 300 K = 1.858 kA/m
largest demagnetizing field = 2.41 mT
  relative to B_D = 0.120 percent
applied field along weak moment = 1.0 T
  net fraction of moment then = 1.667e-03
  increase over zero field = 50.0 percent
```
